# Mössbauer isomer shift from effective density, and contact-density error for tin and gold

## Definitions and conventions

The algebra uses atomic units, with $c$ the speed of light and $\zeta=Z/c$. Electron energies exclude the rest energy. The nucleus is static and spherical, with charge $Z$ and charge distribution $n(r)$ normalized to one. Its mean square radius is

$$\lambda\equiv\langle r^2\rangle=\int r^2 n(r)\,d^3r .$$

The potential energy of an electron in the nuclear field is $V(r)$, which is negative and obeys $\nabla^2V=4\pi Z n$. The electron number density, averaged over angles about the nucleus, is $\rho(r)\ge 0$. It is the four-component density in the field of the finite nucleus, and $\rho(0)$ is the contact density.

The nuclear ground and excited states have mean square radii $\lambda_g$ and $\lambda_e$, with $\Delta\lambda=\lambda_e-\lambda_g$. The isomer shift is the gamma energy in the absorber A minus that in the source S. Quantum-electrodynamic corrections and the thermal (second-order Doppler) shift are left out.

The **effective density** is

$$\bar\rho=\int w(r)\rho(r)\,d^3r,\qquad w(r)=\frac{3}{2\pi Z}\frac{\partial V(r)}{\partial\lambda}. \tag{1}$$

The derivative is taken along a one-parameter family of nuclear shapes, labelled by $\lambda$, to which both nuclear states are assumed to belong.

## The shift in terms of the effective density

Let $E_X(\lambda)$ be the electronic energy in environment $X$. In Dirac–Kohn–Sham theory it is the value of an energy functional that is stationary under changes of the orbitals that keep them orthonormal. The functional depends explicitly on $\lambda$ through $\int\rho V\,d^3r$ alone. When $\lambda$ changes, the orbitals respond, but stationarity removes their first-order effect on the energy. Hence

$$\frac{dE_X}{d\lambda}=\int\rho_X\frac{\partial V}{\partial\lambda}\,d^3r=\frac{2\pi Z}{3}\,\bar\rho_X , \tag{2}$$

where the last step is definition (1).

The gamma energy in environment $X$ is a nuclear part $E_0$, common to both environments, plus the change of electronic energy:

$$E_\gamma^X=E_0+E_X(\lambda_e)-E_X(\lambda_g)=E_0+\frac{2\pi Z}{3}\bar\rho_X\,\Delta\lambda+O(\Delta\lambda^2).$$

Subtracting source from absorber cancels $E_0$. To first order in $\Delta\lambda$,

$$\boxed{\;\delta E=\frac{2\pi Z}{3}\,(\bar\rho_A-\bar\rho_S)\,\Delta\lambda\;} \tag{3}$$

If the excited nucleus is larger, a higher effective density in the absorber raises the gamma energy, because the electrons are bound less strongly to the larger nucleus. The corresponding Doppler velocity is $c\,\delta E/E_\gamma$, positive when source and absorber approach each other.

**Why the prefactor is $2\pi Z/3$.** Let $\Delta V$ be the change of $V$ between two nuclear distributions of equal charge. Since $\nabla^2r^{k+2}=(k+2)(k+3)r^k$, two partial integrations give

$$\int r^k\Delta V\,d^3r=\frac{\int r^{k+2}\,\nabla^2\Delta V\,d^3r}{(k+2)(k+3)}=\frac{4\pi Z\,\Delta\langle r^{k+2}\rangle}{(k+2)(k+3)} . \tag{4}$$

The surface terms vanish because two spherical distributions of equal charge have the same potential outside the nucleus. For $k=0$ the result is $(2\pi Z/3)\Delta\lambda$, so $\int w\,d^3r=1$. A density that is constant over the nucleus therefore has $\bar\rho=\rho(0)$. Replacing $\bar\rho$ by $\rho(0)$ in (3) is the contact-density approximation.

## The weight for two nuclear models

**Uniform sphere of radius $R$.** Inside the sphere the enclosed charge is $Zr^3/R^3$, so $dV/dr=Zr/R^3$. With $V(R)=-Z/R$,

$$V=-\frac{3Z}{2R}+\frac{Zr^2}{2R^3},\qquad \frac{\partial V}{\partial R}=\frac{3Z}{2R^2}\left(1-\frac{r^2}{R^2}\right)\qquad(r<R).$$

Outside, $V=-Z/r$ does not depend on $R$. Since $\lambda=3R^2/5$, we have $d\lambda/dR=6R/5$. Dividing by this and multiplying by $3/(2\pi Z)$ gives

$$w(r)=\frac{15}{8\pi R^3}\left(1-\frac{r^2}{R^2}\right)\ \ (r<R),\qquad w=0\ \ (r>R). \tag{5}$$

This is not the nuclear charge distribution, which is flat. The weight favours the centre, so a plain average of $\rho$ over the sphere is not the effective density.

**Gaussian nucleus.** Let $n=(2\pi s^2)^{-3/2}e^{-r^2/2s^2}$, with $\lambda=3s^2$. Differentiation gives

$$\frac{\partial n}{\partial(s^2)}=\left(\frac{r^2}{2s^4}-\frac{3}{2s^2}\right)n=\frac12\nabla^2n .$$

Differentiating Poisson's equation then gives $\nabla^2[\partial V/\partial(s^2)]=2\pi Z\nabla^2n$. The function $\partial V/\partial(s^2)-2\pi Zn$ is therefore harmonic everywhere and vanishes at infinity, so it is zero. With $d\lambda=3\,d(s^2)$, $\partial V/\partial\lambda=2\pi Zn/3$ and

$$w(r)=n(r). \tag{6}$$

For this model the effective density is the average over the nuclear charge.

## The electron density inside a uniform nucleus

An $s_{1/2}$ orbital of energy $\varepsilon$ has large and small radial functions $g$ and $f$, with density proportional to $g^2+f^2$. The radial Dirac equation is

$$\frac{dg}{dr}=\frac{\varepsilon-V+2c^2}{c}f,\qquad \frac{df}{dr}+\frac{2f}{r}=-\frac{\varepsilon-V}{c}g .$$

Inside the nucleus $-V$ is of order $3Z/2R$, far larger than $|\varepsilon|$. The potential of the other electrons is smaller than $3Z/2R$ by about $R$ divided by a screening length. Both are dropped here. With $x=r/R$ and primes for $d/dx$,

$$g'=(u+\mu)f,\qquad f'+\frac{2f}{x}=-ug,\qquad u=\frac{\zeta}{2}(3-x^2),\quad \mu=2cR. \tag{7}$$

No property of the particular orbital remains except its amplitude at the centre. All $s$ orbitals thus have the same density profile inside the nucleus, to the accuracy of (7).

Set $g(0)=1$ and $f(0)=0$, and solve by iteration in $\zeta$. With $g=1$, the second equation reads $(x^2f)'=-\zeta(3x^2-x^4)/2$, so

$$f=-\zeta\left(\frac{x}{2}-\frac{x^3}{10}\right).$$

Inserting this in the first equation gives

$$g'=-\zeta^2\left(\frac{3x}{4}-\frac{2x^3}{5}+\frac{x^5}{20}\right)-\mu\zeta\left(\frac{x}{2}-\frac{x^3}{10}\right),$$

where the $x^3$ coefficient in the first bracket is $\frac{3}{20}+\frac14=\frac25$. Integrating,

$$g=1-\zeta^2\left(\frac{3x^2}{8}-\frac{x^4}{10}+\frac{x^6}{120}\right)-\mu\zeta\left(\frac{x^2}{4}-\frac{x^4}{40}\right).$$

To this order $g^2=1+2(g-1)$, and $f^2=\zeta^2(x^2/4-x^4/10+x^6/100)$. The coefficients of $\zeta^2$ add as follows:

- $x^2$: $-\frac34+\frac14=-\frac12$
- $x^4$: $\frac15-\frac1{10}=\frac1{10}$
- $x^6$: $-\frac1{60}+\frac1{100}=-\frac1{150}$

With $\mu\zeta=2ZR$,

$$\frac{\rho}{\rho(0)}=1+\zeta^2\left(-\frac{x^2}{2}+\frac{x^4}{10}-\frac{x^6}{150}\right)+ZR\left(-x^2+\frac{x^4}{10}\right)+\dots \tag{8}$$

The omitted terms are of order $\zeta^4$, $\zeta^2ZR$ and $(ZR)^2$.

## The ratio of effective to contact density

With weight (5), the even moments are

$$\langle x^k\rangle_w=\frac{15}{2}\int_0^1x^{k+2}(1-x^2)\,dx=\frac{15}{(k+3)(k+5)},$$

that is, $3/7$, $5/21$ and $5/33$ for $k=2,4,6$. Averaging (8) gives the $\zeta^2$ coefficient

$$-\frac{3}{14}+\frac1{42}-\frac1{990}=\frac{-1485+165-7}{6930}=-\frac{1327}{6930}$$

and the $ZR$ coefficient $-\frac37+\frac1{42}=-\frac{17}{42}$. Therefore

$$\boxed{\;K\equiv\frac{\bar\rho}{\rho(0)}=1-\frac{1327}{6930}\zeta^2-\frac{17}{42}ZR+\dots\;} \tag{9}$$

The error of the contact approximation, relative to the effective-density result, is $1/K-1$. It is positive here: for a shift carried by $s$ electrons, the contact density gives too large a magnitude.

Two limits show its origin. For $c\to\infty$ the $\zeta^2$ term disappears and $1-K$ is $17ZR/42$ to first order in $ZR$, the effect of the nonrelativistic cusp being rounded off within the nucleus. For $R\to0$ at fixed $Z$, the $ZR$ term disappears but the $\zeta^2$ term stays. The reason is that (7) with $\mu=0$ contains no length: the density varies over the nucleus by the same fraction however small the nucleus is. A small nuclear radius therefore does not by itself justify the contact approximation.

## From one orbital to a density difference

The shift needs differences of $\bar\rho$. If the density change near the nucleus comes from $s$ electrons, the common factor $K$ gives $\bar\rho_A-\bar\rho_S=K[\rho_A(0)-\rho_S(0)]$, and the relative error is again $1/K-1$.

Electrons in $p_{1/2}$ orbitals also have a nonzero density at the centre, through their small component. Their equations are $g'+2g/x=(u+\mu)f$ and $f'=-ug$. With $f(0)=1$, the same iteration gives

$$g=\zeta\left(\frac x2-\frac{x^3}{10}\right)+\frac{\mu x}{3},$$

and the part of $f-1$ proportional to $\mu\zeta$ is $-(x^2/4-x^4/24)$. The $\zeta^2$ terms of the density are those of (8). The $\mu\zeta$ terms are

$$-\frac{x^2}{2}+\frac{x^4}{12}+\frac{x^2}{3}-\frac{x^4}{15}=-\frac{x^2}{6}+\frac{x^4}{60},$$

one third of the $s$ result, and $g^2$ adds $\mu^2x^2/9$. Averaging,

$$K_p=1-\frac{1327}{6930}\zeta^2-\frac{17}{126}ZR+\frac{\mu^2}{21}+\dots \tag{10}$$

Orbitals with $j\ge3/2$ have a density that vanishes at the centre at least as $r^2$. Their direct contribution is neglected, but their influence on the $s$ and $p_{1/2}$ densities belongs in $\rho_A$ and $\rho_S$. In general,

$$\bar\rho_A-\bar\rho_S=K\,\Delta\rho_s(0)+K_p\,\Delta\rho_p(0).$$

If the two contact differences nearly cancel, the relative error of their sum can differ strongly from $1/K-1$.

## Tin and gold

Take uniform spheres with the round rule $R=1.2A^{1/3}$ fm. For tin ($Z=50$, $A=119$) this is $5.902\times10^{-5}$ Å; for gold ($Z=79$, $A=197$) it is $6.982\times10^{-5}$ Å. Equation (9) then gives

$$K_{\rm Sn}\approx1-\frac{1327}{6930}(0.36487)^2-\frac{17}{42}(0.005577)=1-0.0255-0.0023=0.972,$$

$$K_{\rm Au}\approx1-\frac{1327}{6930}(0.57649)^2-\frac{17}{42}(0.010424)=1-0.0636-0.0042=0.932.$$

For a result without the expansion, consider one valence electron in the fixed potential formed by the nucleus and the repulsion

$$V_{\rm scr}(r)=\frac{Z-1}{r}\left[1-\frac{1}{(1+r/b)^2}\right],\qquad b=1.65\,Z^{-1/3}\ \text{bohr}.$$

The radial Dirac equation was solved on a logarithmic grid with fourth-order Magnus steps, the eigenvalue being found by counting nodes. This is a model, not a self-consistent atom: its absolute densities and shifts omit the response of the other electrons, and the potential itself is crude. It binds the valence $s$ electrons by about 20 eV and 23 eV, while the ionization energy of gold is about 9 eV. The absolute densities and shifts below are therefore illustrations of magnitude, and their digits are kept only to form ratios. A self-consistent exchange-only Dirac–Kohn–Sham atom gives an effective density per valence $s$ electron of about 790 Å$^{-3}$ for gold and 250–310 Å$^{-3}$ for tin, depending on the charge state, so the gold values below are too large by about a factor of two. The ratio $K$ is much less sensitive to the electronic potential, as the comparison with the bare 1s orbital below shows.

| Quantity | Sn 5s | Au 6s |
|---|---:|---:|
| $\rho(0)$ (Å$^{-3}$) | 338.3 | 1848.3 |
| $\bar\rho$ (Å$^{-3}$) | 329.1 | 1727.6 |
| Plain sphere average (Å$^{-3}$) | 325.8 | 1686.2 |
| $K$ | 0.9727 | 0.9347 |

The contact errors are

$$\frac{338.3}{329.1}-1=2.8\%\ \text{(Sn)},\qquad \frac{1848.3}{1727.6}-1=7.0\%\ \text{(Au)}.$$

The plain average errs the other way, by about $-1.0\%$ for tin and $-2.4\%$ for gold, relative to $\bar\rho$.

For the 1s electron of the bare nucleus, $K$ is 0.9728 for tin and 0.9351 for gold, close to the valence values although these orbitals are bound by about 35 keV and 93 keV. The depth $3Z/2R$ is 18 MeV and 24 MeV, which is why $\varepsilon$ matters so little. For the model valence $p_{1/2}$ orbitals, $K_p$ is 0.9742 and 0.9374, slightly above $K$ as (10) predicts. Numerical integration of (7) gives 0.97268 and 0.93465, against 0.97269 and 0.93471 for the valence orbitals, so the gap between (9) and the valence values comes mainly from the omitted higher orders.

**Size of the shift.** Let the absorber have one more valence $s$ electron than the source, at fixed potential, and choose $\Delta R/R=10^{-4}$. From (2), $dE/dR=(2\pi Z/3)(6R/5)\bar\rho$, which is 35.15 eV/Å for tin and 344.9 eV/Å for gold. Multiplying by $\Delta R$,

$$\delta E_{\rm Sn}=35.15\times5.902\times10^{-9}\ \text{eV}=2.07\times10^{-7}\ \text{eV},$$

$$\delta E_{\rm Au}=344.9\times6.982\times10^{-9}\ \text{eV}=2.41\times10^{-6}\ \text{eV}.$$

The contact density gives $2.13\times10^{-7}$ eV and $2.58\times10^{-6}$ eV instead.

## Dependence on the nuclear model

For a Gaussian nucleus with the same $\langle r^2\rangle$, the interior equations were integrated numerically with the Gaussian potential and weight (6). They give $K=0.958$ for tin and 0.901 for gold, hence contact errors of 4.4% and 10.9%, each relative to the effective density of the same model.

The leading curvature explains the direction of the change. Near the centre, with $u\approx u_0$ and $\mu$ neglected, (7) gives $f=-u_0x/3$ and $g=1-u_0^2x^2/6$, so $\rho/\rho(0)=1-2u_0^2x^2/9$. The Gaussian has $u_0=\zeta\sqrt{10/\pi}\approx1.78\,\zeta$ against $1.5\,\zeta$ for the sphere. It also has $\langle x^2\rangle_w=3/5$ against $3/7$. Both differences lower $K$.

A quoted contact error therefore needs its nuclear model. The two models show a sensitivity; they are not bounds for a real nucleus.

## Use in a calculation

1. Use the same finite-nucleus model in the self-consistent calculation and in $w$. The basis or grid must resolve $\rho$ wherever $w$ is appreciable: $r<R$ for the uniform sphere, and somewhat farther out for the Gaussian nucleus.
2. Compute $\bar\rho$ from (1) for each environment and insert the difference in (3). Alternatively, differentiate the total energy with respect to $\lambda$ and obtain $\bar\rho$ from (2). The two agree if the orbitals are variational and the basis does not change with $\lambda$.
3. If contact densities are all that is available and $s$ electrons dominate the difference, multiply $\rho_A(0)-\rho_S(0)$ by the $K$ of the nuclear model in which those densities were computed (0.973 and 0.935 for the uniform spheres of tin and gold, 0.958 and 0.901 for the Gaussian nuclei). These values hold for four-component densities with a finite nucleus. They do not apply to nonrelativistic densities, nor to a point nucleus, where the Dirac contact density diverges.
4. If $\Delta\lambda$ is fitted to measured shifts with uncorrected contact densities, and $s$ electrons dominate the differences, the fit returns $K\Delta\lambda$. The factor cancels when the fitted value is used again with contact densities of the same kind, but the fitted number is not the nuclear radius change.

Equation (3) fails as a one-parameter law if the transition changes the nuclear shape outside the assumed family. With $\rho\approx\rho(0)(1-ar^2)$, equation (4) gives

$$\Delta E_X=Z\rho_X(0)\left[\frac{2\pi}{3}\Delta\langle r^2\rangle-\frac{\pi a}{5}\Delta\langle r^4\rangle\right],$$

so that $\Delta\langle r^4\rangle$ is then needed as a separate nuclear quantity.
